# Why a Film with N Interior Points Has N+1 Intervals

**Q:** I am computing the lowest electron level in a semiconductor film with hard walls. The thickness is $L=3.0$ nm and the effective mass is $m=0.30\,m_e$. I use $N=9$ grid points inside the film, so each point has its share $a=L/N=0.3333$ nm. The matrix gives 111.9 meV, but the formula for a particle in a box gives 139.3 meV. With 18 points I get 124.7 meV. The error has only about halved, although the three-point second derivative is supposed to be second order. Is the difference formula failing at the walls?

**A:** Let us first see which problem your matrix solves. What are its first and last rows?

**Q:** With

$$C=\frac{\hbar^2}{2m}=0.12700\ \text{eV nm}^2,\qquad t=\frac{C}{a^2},$$

every diagonal element is $2t$ and every neighbouring element is $-t$. The first row therefore reads

$$2t\psi_1-t\psi_2=E\psi_1 .$$

The last row is its mirror image.

**A:** In the middle of the film the row is

$$-t\psi_{j-1}+2t\psi_j-t\psi_{j+1}=E\psi_j .$$

It comes from replacing $\psi''(x_j)$ by $(\psi_{j-1}-2\psi_j+\psi_{j+1})/a^2$ in $-C\psi''=E\psi$. Your first row is this same equation for $j=1$ with $\psi_0=0$. Your last row is the same equation for $j=N$ with $\psi_{N+1}=0$. The points $0$ and $N+1$ are not stored, but they are where the wave function vanishes. How far apart are they?

**Q:** From $x_0=0$ to $x_{N+1}=(N+1)a$. That is ten spacings for nine points, or 3.333 nm. But could the wave in the matrix still behave as if the film were $Na$ wide?

**A:** We can solve the matrix and see. The middle equation has constant coefficients, so try

$$\psi_j=A\sin(qja)+B\cos(qja).$$

The condition $\psi_0=0$ gives $B=0$. For the sine,

$$\psi_{j-1}+\psi_{j+1}=2\cos(qa)\,\psi_j ,$$

because $\sin(\theta-\phi)+\sin(\theta+\phi)=2\sin\theta\cos\phi$. Putting this in the row equation gives

$$E=2t-2t\cos(qa)=4t\sin^2\frac{qa}{2}.$$

The other wall requires $\sin[q(N+1)a]=0$, hence

$$q_n=\frac{n\pi}{(N+1)a},\qquad E_n=4t\sin^2\frac{n\pi}{2(N+1)},\qquad n=1,\ldots,N.$$

These are $N$ different energies, so they are all the eigenvalues of the $N\times N$ matrix. The ground state has one half wavelength between the walls, and its length is $\pi/q_1=(N+1)a$.

You can also read this length from the inside of the film, without looking at the walls. Take three neighbouring values of the ground-state eigenvector and use

$$\cos(qa)=\frac{\psi_{j-1}+\psi_{j+1}}{2\psi_j}.$$

For your matrix, the numerically computed eigenvector gives $\pi/q=3.3333$ nm. With $a=L/(N+1)=0.3000$ nm it gives 3.0000 nm.

**Q:** Then my 111.9 meV should follow from the formula.

**A:** It does. Your spacing gives $t=0.12700/0.3333^2=1.143$ eV. With $\sin^2(\pi/20)=0.02447$,

$$E_1=4(1.143\ \text{eV})(0.02447)=0.1119\ \text{eV}.$$

The spacing 0.3000 nm gives $t=1.411$ eV and $E_1=0.1381$ eV. The same nine points now miss the continuum value by about 1 meV instead of 27 meV.

**Q:** I still find my counting natural. Nine points, nine cells of width $a$, total width $9a$. What is wrong with it?

**A:** The cells are a legitimate picture, but they belong to a different matrix. If each point sits at the centre of a cell, the walls are half a spacing outside the first and last points. The wave must vanish there, halfway between a stored point and a fictitious one. To enforce this, let the wave be antisymmetric about each wall:

$$\psi_0=-\psi_1,\qquad \psi_{N+1}=-\psi_N .$$

The first row becomes

$$-t(-\psi_1)+2t\psi_1-t\psi_2=3t\psi_1-t\psi_2=E\psi_1 .$$

So the two end diagonals must be $3t$, not $2t$. The solutions are $\psi_j=\sin[q(j-\tfrac12)a]$, which satisfy the left condition. The right condition gives

$$0=\psi_N+\psi_{N+1}=2\sin(qNa)\cos\frac{qa}{2}.$$

Therefore $qNa=n\pi$, with $n=1,\ldots,N$. The zero of the cosine at $qa=\pi$ is already the case $n=N$. The row equation in the interior is unchanged, so

$$E_n=4t\sin^2\frac{n\pi}{2N}.$$

This film really has width $Na$. With $N=9$ and $a=0.3333$ nm its ground energy is 137.9 meV. The number of points alone does not fix the width. One must also know where the boundary condition puts the walls.

**Q:** So I combined the spacing of one scheme with the end rows of the other. Why does that turn a second-order method into a first-order one?

**A:** Separate two errors: the error of the difference formula for the film it represents, and the error in that film's width. Start with the correct spacing, $a=L/(N+1)$, and write $x=n\pi/[2(N+1)]$. For small $x$,

$$\sin^2x=x^2\left(1-\frac{x^2}{3}+\frac{2x^4}{45}-\ldots\right).$$

The leading factor gives the continuum energy,

$$4t x^2=\frac{4C}{a^2}\,\frac{n^2\pi^2}{4(N+1)^2}=\frac{C\pi^2n^2}{L^2}\equiv E_n(L).$$

Hence

$$\frac{E_n}{E_n(L)}=1-\frac{n^2\pi^2}{12(N+1)^2}+\ldots .$$

The error is negative and proportional to $a^2$. For $n=1$ and $N=9$ the displayed term is $-\pi^2/1200=-0.822\%$. The full matrix result is $-0.820\%$, relative to the continuum energy.

Now use your spacing, $a=L/N$. The represented width is

$$L'=(N+1)\frac{L}{N}=L\left(1+\frac1N\right).$$

Since the continuum energy varies as the inverse square of the width, the width mistake contributes the factor

$$\left(1+\frac1N\right)^{-2}=1-\frac2N+\frac3{N^2}-\ldots .$$

Multiply this by the factor $1-n^2\pi^2/[12(N+1)^2]$ found above for the difference formula. To order $1/N^2$, we may replace $(N+1)^{-2}$ by $N^{-2}$ in that factor. The result is

$$\frac{E_n^{\text{wrong}}}{E_n(L)}=1-\frac2N+\left(3-\frac{n^2\pi^2}{12}\right)\frac1{N^2}+\ldots .$$

The term $-2/N$ is first order in your spacing. It comes from the extra width.

**Q:** So the difference formula is still second order, but for the wrong film?

**A:** Yes. The continuum energy of your 3.333 nm film is $139.27\times0.81=112.81$ meV. Your matrix gives 111.88 meV, which is again low by 0.82% relative to that film. As $N$ grows, however, the film itself changes width. You are following a moving target, and it approaches $L$ only as $1/N$.

These are the ground energies from diagonalizing both kinds of matrix. Errors are relative to the continuum value 139.270 meV at 3.0 nm, and all entries are in meV.

| $N$ | $a=L/(N+1)$ | error | $a=L/N$ | error |
|---:|---:|---:|---:|---:|
| 9 | 138.129 | −1.142 | 111.884 | −27.386 |
| 19 | 138.984 | −0.286 | 125.433 | −13.837 |
| 39 | 139.199 | −0.072 | 132.326 | −6.945 |
| 79 | 139.253 | −0.018 | 135.793 | −3.477 |

In the correct column, each step halves the spacing and divides the error by about four. In the other column the error is only about halved. Even with 79 points, the wrong spacing is less accurate than the correct spacing with nine.

**Q:** If I calculate the order from neighbouring rows of my column, I get 0.914, 0.959 and 0.980. Why not 1?

**A:** The order is $p=\ln(|\epsilon_1|/|\epsilon_2|)/\ln(a_1/a_2)$, where $\epsilon$ is the energy error. For the ground state, the expansion above gives

$$|\epsilon|\approx\frac{2E_1(L)}{N}\left(1-\frac{1.09}{N}\right),$$

since $(3-\pi^2/12)/2=1.09$. The bracket reduces the error more on the coarser grid than on the finer one. The ratio of errors is then a little smaller than the ratio of spacings, so $p$ lies below 1. It approaches 1 as the bracket approaches 1.

**Q:** Could I keep my grids and remove the error by Richardson extrapolation? I would use $(4E_{2N}-E_N)/3$.

**A:** That combination is designed for an error whose leading term is proportional to $a^2$. Yours begins as

$$E_N=E+\frac{c_1}{N}+\frac{c_2}{N^2}+\ldots,\qquad c_1=-2E .$$

Insert this into the combination:

$$\frac{4E_{2N}-E_N}{3}
=E+\frac{c_1}{3N}(2-1)+\frac{c_2}{3N^2}(1-1)+\ldots
=E-\frac{2E}{3N}+\ldots .$$

It removes the second-order term and leaves one third of the first-order term. With your values,

$$\frac{4(124.712)-111.884}{3}=128.99\ \text{meV},$$

which is still 10.3 meV too low.

On the correct grid, halve the spacing by doubling the number of intervals. Ten intervals become twenty, so nine interior points become nineteen, not eighteen. The second-order error then cancels. The next term in the sine expansion has relative size $2x^4/45$, and the combination multiplies it by $(4/16-1)/3=-1/4$. The remaining relative error is about $-x^4/90$. For $x=\pi/20$ this is about $-0.001$ meV, as the extrapolated matrix energies also show. That is the numerical error of this model, not the accuracy of a prediction for a real film.

**Q:** I sometimes generate the grid with both walls included and then use all its points in the matrix. Is that the same mistake?

**A:** It is a larger one. If $N$ generated points include both walls, their spacing is $a=L/(N-1)$. If all $N$ are then treated as interior unknowns, the matrix adds another zero point beyond each end. Its width is $L(N+1)/(N-1)$, and the energy factor is

$$\left(\frac{N-1}{N+1}\right)^2=1-\frac4N+\ldots .$$

The first-order coefficient is doubled. The cure is to delete the two wall points from the list of unknowns while keeping the spacing.

**Q:** Does the counting error dominate for every level?

**A:** No. Its relative size is about $2/N$ for each level, while the relative difference error grows as $n^2$. For levels with $n\ll N$, they become equal when

$$\frac2N=\frac{n^2\pi^2}{12N^2},\qquad n=\frac{\sqrt{24N}}{\pi}.$$

For $N=99$ this gives $n=15.5$. A level-by-level comparison of the matrix energies finds the difference error larger for the first time at $n=16$. The counting error therefore dominates only for the low levels, including the ground level.

**Q:** My next calculation has a gate field. There the energy is not proportional to $1/L^2$. Does the estimate $-2/N$ still hold?

**A:** Not with that coefficient, but the wall is still displaced. Let the potential energy be $V(x)=eFx$, zero at the near wall, and evaluate it at $x_j=ja$. Your wrong spacing leaves the near wall at zero and moves the far wall outward by $L/N$. To first order,

$$\Delta E=\frac LN\frac{dE}{dL}.$$

We need the derivative at fixed $V(x)$. Let $\psi$ be real and normalized, and let $\chi=\partial\psi/\partial L$. Differentiating $-C\psi''+V\psi=E\psi$ with respect to $L$ gives

$$-C\chi''+V\chi-E\chi=\frac{dE}{dL}\psi .$$

Multiply by $\psi$ and integrate over the film. The right side becomes $dE/dL$. On the left, integrate by parts twice:

$$\frac{dE}{dL}=-C\big[\psi\chi'-\psi'\chi\big]_0^L+\int_0^L\chi(-C\psi''+V\psi-E\psi)\,dx .$$

The integral vanishes by the original equation, and $\psi$ vanishes at both walls. At the fixed wall, $\chi(0)=0$. At the moving wall, $\psi(L;L)=0$ for every $L$, so its total derivative gives $\psi'(L)+\chi(L)=0$. Thus

$$\frac{dE}{dL}=C\psi'(L)\chi(L)=-C|\psi'(L)|^2 .$$

Without a field, $\psi=\sqrt{2/L}\sin(\pi x/L)$ and $|\psi'(L)|^2=2\pi^2/L^3$. This gives $dE/dL=-2E/L$, and the earlier $-2E/N$ returns.

**Q:** And with a field of 1 MV/cm?

**A:** The potential energy then rises by 0.3 eV across the film. A variational calculation with polynomials that vanish at the walls gives $L\,dE/dL=-156$ meV, compared with $-279$ meV without the field. The field pushes the electron towards the near wall, so the wave has a smaller slope at the displaced far wall. For this field direction the first-order error is reduced, but it is still first order. The reversed field, $V=-eFx$, is the mirror-image film lowered by $eFL$, so $E(L,-F)=E(L,F)-eFL$ and $L\,dE/dL=-156-300=-456$ meV. The electron is then pushed towards the displaced wall, and the error is larger than without the field. I compare energies in meV here because a percentage would depend on where the potential is set to zero.

**Q:** Would my original 27 meV matter in a transistor calculation?

**A:** Consider ideal, sharp subbands at 300 K, with the Fermi level $E_F$ held at the bulk band edge. A parabolic two-dimensional subband has a constant density of states. Integrating it with the Fermi function gives a sheet density proportional to

$$\sum_n\ln\left[1+e^{(E_F-E_n)/k_BT}\right].$$

Here $k_BT=25.9$ meV. Lowering the ground level from 139.3 to 111.9 meV, with the higher levels taken as $n^2$ times the ground energy, raises the density by a factor of 2.87. The Boltzmann estimate $e^{27.4/25.9}\approx2.9$ shows why: the error is slightly larger than the thermal energy. The factor applies to this fixed Fermi level, where the film is nondegenerate and holds only about $1.5\times10^{10}$ electrons per cm² (one valley, two spins). With $E_F$ held 0.22 eV above the band edge, about $10^{13}$ cm⁻² as in an on-state channel, the same level error raises the density by a factor of only 1.33. It is not a general correction for a device.

**Q:** Are these numbers close to those of a real channel?

**A:** The thickness and mass are rough values in the regime of ultrathin amorphous indium-oxide-based transistor channels. The assumption of a sharp level, however, is doubtful here. For a rough mobility $\mu=20$ cm²/Vs, the relation $\mu=e\tau/m$ gives a scattering time $\tau$ and a broadening $\hbar/\tau$ of about 0.2 eV. This exceeds the confinement energy itself. If trapping or percolation limits the mobility, this $\tau$ is not simply a band scattering time, so the figure is an estimate of scale. It does mean that 139 meV should serve as a numerical benchmark here, not as the position of a resolved spectral line. Smaller changes also matter: reducing the thickness by 0.2 nm raises the level by 21 meV, and increasing the mass by 10% lowers it by 13 meV.

**Q:** Real walls are finite too. The wave leaks out, which makes the film effectively wider. Could my wider grid be the more realistic one after all?

**A:** It can look that way on one grid. Take barriers of 2.5 eV, a rough value, with the same mass inside and outside. Matching the even ground state and its derivative at the walls gives

$$k\tan\frac{kL}{2}=\kappa,\qquad k=\sqrt{\frac EC},\qquad \kappa=\sqrt{\frac{2.5\ \text{eV}-E}{C}} .$$

The numerical root is 34 meV below the hard-wall energy. A hard-wall film with that lower energy would be 0.45 nm wider than $L$. Your nine-point grid adds 0.33 nm, so its shift has the same sign and a similar size. But with 79 points your grid adds only $3.0/79=0.04$ nm, while the leakage still corresponds to 0.45 nm. A physical correction must survive grid refinement. Put the finite barrier into the Hamiltonian if you need it, and let the spacing describe the geometry you intended.

**Q:** Then for my present matrix, with $2t$ in both end rows, I should set $a=L/(N+1)$. If I prefer $a=L/N$, I must move the walls to half a spacing outside the points and put $3t$ in the end rows.

**A:** Yes. In the second scheme the points sit at $x_j=(j-\tfrac12)a$, and any potential must be evaluated there. Using $x_j=ja$ would add $eFa/2$ to every level in a gate field, which is again a first-order error. And when you refine the first grid by a factor of two, double its intervals: 9, 19, 39, 79 interior points.
